# Waveguide Loss from a Thin Absorbing Surface Layer: test program

```python
"""Loss of a guided mode caused by a thin absorbing layer on a dielectric boundary.

Result under test, for a layer of thickness d and permittivity eps_s that
replaces a medium eps_b (scaled fields: eps0 = mu0 = c = 1, omega = k0):
  delta_beta = k0 d/(4P) * line integral of
               (eps_s - eps_b)|E_t|^2 + (1/eps_b - 1/eps_s)|D_n|^2
  alpha = 2 Im(beta) = k0 d/(2P) * line integral of
               Im(eps_s)|E_t|^2 + Im(eps_s)/|eps_s|^2 |D_n|^2
E_t: tangential electric field, D_n: normal displacement, P: mode power, all
of the bare guide. Independent side: complex roots of the exact dispersion
equations of a coated slab and a coated circular rod. Lengths are in um.
Mode index n = beta/k0; fields vary as exp(i beta z - i omega t).
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import jv, yv, kv, jvp, yvp, kvp

WAVELENGTH = 1.55
K0 = 2 * np.pi / WAVELENGTH
EPS_CORE, EPS_CLAD = 12.0, 2.0
WIDTH = 0.22
HALF = WIDTH / 2
RADIUS = 0.18
EPS_LAYER = 4 + 0.01j
D_LAYER = 1e-3
DB_CM = 1e4 * 10 * np.log10(np.e)      # converts 1/um to dB/cm
NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)


def integrate(func, edges):
    """Gauss-Legendre quadrature over consecutive intervals."""
    total = 0
    for lo, hi in zip(edges[:-1], edges[1:]):
        x = 0.5 * (hi - lo) * NODES + 0.5 * (hi + lo)
        total = total + 0.5 * (hi - lo) * np.sum(WEIGHTS * func(x))
    return total


def secant(func, start):
    """Complex root near start."""
    x0, x1 = complex(start), start + 1e-5 * (1 + 1j)
    f0, f1 = func(x0), func(x1)
    for _ in range(60):
        if f1 == f0:
            return x1
        x2 = x1 - f1 * (x1 - x0) / (f1 - f0)
        x0, f0, x1 = x1, f1, x2
        if abs(x1 - x0) < 1e-14:
            return x1
        f1 = func(x1)
    assert abs(x1 - x0) < 1e-12, "root search did not converge"
    return x1


# ---- slab: f is E_y (TE) or H_y (TM); s is f' (TE) or f'/eps (TM) ----
def slab_constants(n, pol, eps_t, eps_n):
    k = np.sqrt(K0**2 * (EPS_CORE - n**2) + 0j)
    g = np.sqrt(K0**2 * (n**2 - EPS_CLAD) + 0j)
    if pol == "TE":
        return k, g, 1.0, 1.0, 1.0, K0**2 * (eps_t - n**2)
    return k, g, EPS_CORE, EPS_CLAD, eps_t, K0**2 * (1 - n**2 / eps_n)


def march(f, s, a, b, t):
    """Solve f' = a s, s' = -b f over a distance t."""
    q = np.sqrt(a * b + 0j)
    c, sn = np.cos(q * t), np.sin(q * t) / q
    return f * c + a * s * sn, s * c - b * f * sn


def slab_mismatch(n, pol, half, d, eps_t, eps_n):
    k, g, w1, w2, a, b = slab_constants(n, pol, eps_t, eps_n)
    f, s = np.cos(k * half), -k / w1 * np.sin(k * half)
    f, s = march(f, s, a, b, d)
    return s + g / w2 * f


def slab_profile(x, n, pol, d, eps_t, eps_n):
    """Even mode for x >= 0, unit amplitude at the centre, layer outside core."""
    k, g, w1, w2, a, b = slab_constants(n, pol, eps_t, eps_n)
    fa, sa = np.cos(k * HALF), -k / w1 * np.sin(k * HALF)
    fl, sl = march(fa, sa, a, b, np.clip(x - HALF, 0, d))
    fb, _ = march(fa, sa, a, b, d)
    fc = fb * np.exp(-g * np.maximum(x - HALF - d, 0))
    core, layer = x < HALF, x < HALF + d
    f = np.where(core, np.cos(k * x), np.where(layer, fl, fc))
    s = np.where(core, -k / w1 * np.sin(k * x),
                 np.where(layer, sl, -g / w2 * fc))
    return f, s


def bare_slab(pol):
    def real_mismatch(n):
        return slab_mismatch(n, pol, HALF, 0, EPS_CLAD, EPS_CLAD).real
    n = brentq(real_mismatch, np.sqrt(EPS_CLAD) + 1e-6,
               np.sqrt(EPS_CORE) - 1e-6, xtol=1e-15, rtol=1e-14)
    k, g, w1, w2, _, _ = slab_constants(n, pol, EPS_CLAD, EPS_CLAD)
    k, g = k.real, g.real

    def density(x):
        f, _ = slab_profile(x, n, pol, 0, EPS_CLAD, EPS_CLAD)
        return abs(f)**2 / np.where(x < HALF, w1, w2)
    norm = 2 * integrate(density, [0, HALF, HALF + 40 / g])
    closed = ((WIDTH / 2 + np.sin(k * WIDTH) / (2 * k)) / w1
              + np.cos(k * HALF)**2 / (g * w2))
    assert abs(norm / closed - 1) < 1e-10
    f, s = np.cos(k * HALF), -k / w1 * np.sin(k * HALF)
    et2, dn2 = (f**2, 0.0) if pol == "TE" else ((s / K0)**2, (n * f)**2)
    return dict(n=n, k=k, g=g, norm=norm, P=0.5 * n * norm,
                f=f, s=s, et2=et2, dn2=dn2)


BARE = {pol: bare_slab(pol) for pol in ("TE", "TM")}


def slab_exact(pol, d, eps_t, eps_n, inside=False):
    half = HALF - d if inside else HALF
    return secant(lambda n: slab_mismatch(n, pol, half, d, eps_t, eps_n),
                  BARE[pol]["n"])


def slope_at_zero(index_of_d, n0, d=1e-4):
    """dn/dd at d = 0 from two thin coatings, linear error removed."""
    return (2 * (index_of_d(d / 2) - n0) / (d / 2)
            - (index_of_d(d) - n0) / d)


def slab_slope(pol, eps_t, eps_n, inside=False):
    return slope_at_zero(lambda d: slab_exact(pol, d, eps_t, eps_n, inside),
                         BARE[pol]["n"])


def predicted_slope(m, perimeter, eps_t, eps_n, eps_b):
    return perimeter / (4 * m["P"]) * ((eps_t - eps_b) * m["et2"]
                                      + (1 / eps_b - 1 / eps_n) * m["dn2"])


def assert_same(value, reference, tol=1e-4):
    assert abs(value - reference) < tol * abs(reference), (value, reference)
    assert abs(value.imag - reference.imag) < tol * abs(reference.imag), \
        (value, reference)


# Both polarizations, both layer positions, isotropic and uniaxial layers.
worst = 0.0
for pol in ("TE", "TM"):
    cases = [(4 + 3j, 4 + 3j), (EPS_LAYER, EPS_LAYER)]
    if pol == "TM":
        cases += [(4 + 3j, 4.0), (4.0, 4 + 3j)]
    for eps_t, eps_n in cases:
        for inside in (False, True):
            exact = slab_slope(pol, eps_t, eps_n, inside)
            theory = predicted_slope(BARE[pol], 2, eps_t, eps_n,
                                     EPS_CORE if inside else EPS_CLAD)
            assert_same(exact, theory)
            worst = max(worst, abs(exact.imag / theory.imag - 1))

# Same leading loss but different real shift for the two layer positions.
slope_out = slab_slope("TM", EPS_LAYER, EPS_LAYER)
slope_in = slab_slope("TM", EPS_LAYER, EPS_LAYER, True)
assert abs(slope_out.imag / slope_in.imag - 1) < 2e-4
assert slope_out.real > 0 > slope_in.real

# Normal absorption is largest when imaginary and real parts are equal.
peak = {im: slab_slope("TM", 4.0, 4 + 1j * im).imag
        for im in (2, 3.8, 4, 4.2, 8)}
assert abs(peak[2] / peak[8] - 1) < 2e-4
assert peak[4] > peak[3.8] and peak[4] > peak[4.2]


# ---- exact finite-thickness relations for the TM slab ----
def tm_fields(x, n, d, eps_s):
    h, s = slab_profile(x, n, "TM", d, eps_s, eps_s)
    eps = np.where(x < HALF, EPS_CORE,
                   np.where(x < HALF + d, eps_s, EPS_CLAD))
    return h, n * h / eps, 1j * s / K0


def tm_edges(d):
    return [0, HALF, HALF + d, HALF + d + 40 / BARE["TM"]["g"]]


def reciprocity_error(d, eps_s):
    n0, n1 = BARE["TM"]["n"], slab_exact("TM", d, eps_s, eps_s)

    def flux(x):
        h0, ex0, _ = tm_fields(x, n0, 0, EPS_CLAD)
        h1, ex1, _ = tm_fields(x, n1, d, eps_s)
        return ex0.conj() * h1 + ex1 * h0.conj()

    def overlap(x):
        _, ex0, ez0 = tm_fields(x, n0, 0, EPS_CLAD)
        _, ex1, ez1 = tm_fields(x, n1, d, eps_s)
        return (eps_s - EPS_CLAD) * (ex0.conj() * ex1 + ez0.conj() * ez1)
    left = (n1 - n0) * integrate(flux, tm_edges(d))
    right = integrate(overlap, [HALF, HALF + d])
    return abs(left / right - 1)


def dissipation(d, eps_s):
    """Exact loss from the root, and its tangential and normal parts."""
    n1 = slab_exact("TM", d, eps_s, eps_s)

    def power(x):
        h, ex, _ = tm_fields(x, n1, d, eps_s)
        return 0.5 * (ex * h.conj()).real
    p = integrate(power, tm_edges(d))
    parts = [0.5 * K0 * eps_s.imag / p
             * integrate(lambda x: abs(tm_fields(x, n1, d, eps_s)[i])**2,
                         [HALF, HALF + d]) for i in (2, 1)]
    return 2 * K0 * n1.imag, parts[0], parts[1]


identity_error = reciprocity_error(0.03, 4 + 3j)
assert identity_error < 1e-8
total, part_t, part_n = dissipation(0.03, 4 + 3j)
assert abs((part_t + part_n) / total - 1) < 1e-8
exact_tm, exact_t, exact_n = dissipation(D_LAYER, EPS_LAYER)
assert abs((exact_t + exact_n) / exact_tm - 1) < 1e-7


# ---- circular rod, azimuthal order 1: all three field components ----
def rod_fields(r, n, eps, kind):
    """Rows Ez, Hz, Ephi, Hphi, Er, Hr; columns: Ez and Hz amplitudes."""
    kap2 = K0**2 * (eps - n**2)
    q = np.sqrt((-kap2 if kind == "K" else kap2) + 0j)
    fun, der = {"J": (jv, jvp), "Y": (yv, yvp), "K": (kv, kvp)}[kind]
    f, df = fun(1, q * r), q * der(1, q * r)
    c, b, z = 1j / kap2, K0 * n, 0 * f
    col_e = [f, z, c * b * 1j / r * f, c * K0 * eps * df,
             c * b * df, -c * K0 * eps * 1j / r * f]
    col_h = [z, f, -c * K0 * df, c * b * 1j / r * f,
             c * K0 * 1j / r * f, c * b * df]
    return np.array([col_e, col_h]).swapaxes(0, 1)


def rod_matrix(n, d=0.0, eps_s=None):
    inner = rod_fields(RADIUS, n, EPS_CORE, "J")[:4]
    if d > 0:
        start, end = [np.hstack([rod_fields(r, n, eps_s, kind)[:4]
                                 for kind in "JY"])
                      for r in (RADIUS, RADIUS + d)]
        inner = end @ np.linalg.solve(start, inner)
    outer = rod_fields(RADIUS + d, n, EPS_CLAD, "K")[:4]
    return np.hstack([inner, outer])


def bare_rod():
    def det(n):
        return np.linalg.det(rod_matrix(n)).real
    grid = np.linspace(np.sqrt(EPS_CLAD) + 0.005,
                       np.sqrt(EPS_CORE) - 0.005, 400)
    values = np.array([det(n) for n in grid])
    i = np.nonzero(values[:-1] * values[1:] < 0)[0][-1]
    n = brentq(det, grid[i], grid[i + 1], xtol=1e-15, rtol=1e-14)
    amp = np.linalg.svd(rod_matrix(n))[2][-1].conj()

    def fields(r, core):
        eps, kind = (EPS_CORE, "J") if core else (EPS_CLAD, "K")
        a = amp[:2] if core else -amp[2:]
        m = rod_fields(r, n, eps, kind)
        return m[:, 0] * a[0] + m[:, 1] * a[1]

    def density(r, core):
        _, _, ep, hp, er, hr = fields(r, core)
        return np.pi * r * (er * hp.conj() - ep * hr.conj()).real
    g = K0 * np.sqrt(n**2 - EPS_CLAD)
    p = (integrate(lambda r: density(r, True), [0, RADIUS])
         + integrate(lambda r: density(r, False),
                     [RADIUS, RADIUS + 5 / g, RADIUS + 40 / g]))
    ez, _, ep, _, er, _ = fields(RADIUS, False)
    er_core = fields(RADIUS, True)[4]
    assert abs(EPS_CORE * er_core / (EPS_CLAD * er) - 1) < 1e-8
    assert p > 0
    return dict(n=n, P=p, ez2=abs(ez)**2, ep2=abs(ep)**2,
                et2=abs(ez)**2 + abs(ep)**2, dn2=abs(EPS_CLAD * er)**2)


ROD = bare_rod()


def rod_exact(d, eps_s):
    return secant(lambda n: np.linalg.det(rod_matrix(n, d, eps_s)), ROD["n"])


for eps_s in (4 + 3j, EPS_LAYER):
    assert_same(slope_at_zero(lambda d: rod_exact(d, eps_s), ROD["n"]),
                predicted_slope(ROD, 2 * np.pi * RADIUS, eps_s, eps_s,
                                EPS_CLAD))


# ---- worked example ----
def loss_parts(m, perimeter, d=D_LAYER, eps_s=EPS_LAYER):
    scale = K0 * d * perimeter / (2 * m["P"]) * eps_s.imag
    return scale * m["et2"], scale * m["dn2"] / abs(eps_s)**2


te, tm = BARE["TE"], BARE["TM"]
te_t, _ = loss_parts(te, 2)
tm_t, tm_n = loss_parts(tm, 2)
exact_te = 2 * K0 * slab_exact("TE", D_LAYER, EPS_LAYER, EPS_LAYER).imag
over = abs(EPS_LAYER)**2 / EPS_CLAD**2
under = abs(EPS_LAYER)**2 / EPS_CORE**2

print(f"wavelength {WAVELENGTH} um, k0 = {K0:.5f} 1/um")
print(f"eps core {EPS_CORE}, cladding {EPS_CLAD}, layer {EPS_LAYER}")
print(f"slab width {WIDTH} um, layer {D_LAYER * 1e3:.1f} nm on both faces")
for name, m in BARE.items():
    print(f"{name}: n = {m['n']:.6f}, k = {m['k']:.5f}, "
          f"gamma = {m['g']:.5f} 1/um")
    print(f"{name}: norm integral I = {m['norm']:.6f} um, "
          f"surface f = {m['f']:.6f}")
print(f"TM surface |Ez|^2 = {tm['et2']:.6f}, |Dx|^2 = {tm['dn2']:.6f} (scaled)")
print(f"TE loss, first order: {te_t:.5e} 1/um = {te_t * DB_CM:.4f} dB/cm")
print(f"TE loss, exact root:  {exact_te:.5e} 1/um = {exact_te*DB_CM:.4f} dB/cm")
print(f"TM tangential part, first order: {tm_t:.5e} 1/um")
print(f"TM normal part, first order:     {tm_n:.5e} 1/um")
print(f"TM loss, first order: {tm_t + tm_n:.5e} 1/um = "
      f"{(tm_t + tm_n) * DB_CM:.4f} dB/cm")
print(f"TM loss, exact root:  {exact_tm:.5e} 1/um = {exact_tm*DB_CM:.4f} dB/cm")
print(f"TM exact dissipation: tangential {exact_t:.5e}, "
      f"normal {exact_n:.5e} 1/um")
print(f"TM normal fraction, first order: {tm_n / (tm_t + tm_n):.4f}")
print(f"naive normal factor: cladding field {over:.4f}, core field {under:.4f}")
print(f"naive TM loss, cladding-side field: "
      f"{(tm_t + over * tm_n) * DB_CM:.4f} dB/cm")
print(f"naive TM loss, core-side field:     "
      f"{(tm_t + under * tm_n) * DB_CM:.4f} dB/cm")
print(f"TM dn/dd, layer replaces cladding: {slope_out.real:.5f} "
      f"+ {slope_out.imag:.5e} i 1/um")
print(f"TM dn/dd, layer replaces core:     {slope_in.real:.5f} "
      f"+ {slope_in.imag:.5e} i 1/um")
print("first-order loss / exact loss for thicker layers:")
for d in (1e-3, 2e-3, 5e-3, 1e-2):
    ratios = []
    for pol in ("TE", "TM"):
        exact = 2 * K0 * slab_exact(pol, d, EPS_LAYER, EPS_LAYER).imag
        ratios.append(sum(loss_parts(BARE[pol], 2, d)) / exact)
    print(f"  d = {d * 1e3:4.1f} nm: TE {ratios[0]:.4f}, TM {ratios[1]:.4f}")
print("normal-only loss relative to Im eps = 4 (Re eps = 4):")
print("  " + ", ".join(f"Im {im}: {v / peak[4]:.5f}" for im, v in peak.items()))
rod_t, rod_n = loss_parts(ROD, 2 * np.pi * RADIUS)
rod_root = 2 * K0 * rod_exact(D_LAYER, EPS_LAYER).imag
rod_sum = rod_t + rod_n
print(f"rod radius {RADIUS} um: n = {ROD['n']:.6f}")
print(f"rod loss: first order {rod_sum * DB_CM:.4f}, "
      f"exact root {rod_root * DB_CM:.4f} dB/cm")
print(f"rod loss shares: Ez {rod_t * ROD['ez2'] / ROD['et2'] / rod_sum:.4f}, "
      f"Ephi {rod_t * ROD['ep2'] / ROD['et2'] / rod_sum:.4f}, "
      f"Dr {rod_n / rod_sum:.4f}")
print(f"largest relative slab loss-slope error: {worst:.1e}")
print(f"exact identity, 30 nm layer, relative error: {identity_error:.1e}")
print("checks complete")
```

Printed output:

```
wavelength 1.55 um, k0 = 4.05367 1/um
eps core 12.0, cladding 2.0, layer (4+0.01j)
slab width 0.22 um, layer 1.0 nm on both faces
TE: n = 2.833161, k = 8.08013, gamma = 9.95157 1/um
TE: norm integral I = 0.210487 um, surface f = 0.630333
TM: n = 2.017728, k = 11.41435, gamma = 5.83394 1/um
TM: norm integral I = 0.019556 um, surface f = 0.310024
TM surface |Ez|^2 = 0.049769, |Dx|^2 = 0.391304 (scaled)
TE loss, first order: 5.40160e-05 1/um = 2.3459 dB/cm
TE loss, exact root:  5.35333e-05 1/um = 2.3249 dB/cm
TM tangential part, first order: 1.02256e-04 1/um
TM normal part, first order:     5.02488e-05 1/um
TM loss, first order: 1.52505e-04 1/um = 6.6232 dB/cm
TM loss, exact root:  1.52608e-04 1/um = 6.6277 dB/cm
TM exact dissipation: tangential 1.02095e-04, normal 5.05129e-05 1/um
TM normal fraction, first order: 0.3295
naive normal factor: cladding field 4.0000, core field 0.1111
naive TM loss, cladding-side field: 13.1701 dB/cm
naive TM loss, core-side field:     4.6834 dB/cm
TM dn/dd, layer replaces cladding: 5.00177 + 1.88108e-02 i 1/um
TM dn/dd, layer replaces core:     -11.74304 + 1.88108e-02 i 1/um
first-order loss / exact loss for thicker layers:
  d =  1.0 nm: TE 1.0090, TM 0.9993
  d =  2.0 nm: TE 1.0181, TM 0.9988
  d =  5.0 nm: TE 1.0456, TM 0.9980
  d = 10.0 nm: TE 1.0923, TM 0.9993
normal-only loss relative to Im eps = 4 (Re eps = 4):
  Im 2: 0.80000, Im 3.8: 0.99869, Im 4: 1.00000, Im 4.2: 0.99881, Im 8: 0.80000
rod radius 0.18 um: n = 2.170962
rod loss: first order 5.2091, exact root 5.1881 dB/cm
rod loss shares: Ez 0.6478, Ephi 0.0826, Dr 0.2696
largest relative slab loss-slope error: 1.8e-06
exact identity, 30 nm layer, relative error: 7.1e-14
checks complete
```
